# The Saxon-Hutner theorem for equally spaced delta scatterers

## 1. A case to begin with: the alternating chain

An electron of mass $m$ moves on a line with a delta scatterer at every point $x=na$:

$$H=-C\frac{d^2}{dx^2}+\sum_n S_n\,\delta(x-na),\qquad C=\frac{\hbar^2}{2m}.$$

Each strength $S_n$ is $S_A$ or $S_B$, both real and of either sign. Write $v_n=S_n/C$ and $E=Ck^2$. Integrating $H\psi=E\psi$ across a site shows that $\psi$ is continuous and its slope jumps:

$$\psi'(na^+)-\psi'(na^-)=v_n\psi_n,\qquad \psi_n=\psi(na).$$

Between sites $\psi''=-k^2\psi$. If $\sin ka\neq0$, the two end values fix the solution in the cell $x=na+y$, $0\le y\le a$:

$$\psi=\frac{\psi_n\sin k(a-y)+\psi_{n+1}\sin ky}{\sin ka}. \tag{1}$$

Differentiate at $y=0$, and in the preceding cell at $y=a$:

$$\psi'(na^+)=k\,\frac{\psi_{n+1}-\psi_n\cos ka}{\sin ka},\qquad
\psi'(na^-)=k\,\frac{\psi_n\cos ka-\psi_{n-1}}{\sin ka}.$$

Insert the difference in the jump condition and multiply by $\sin ka/k$:

$$\psi_{n+1}+\psi_{n-1}=t_n\psi_n,\qquad t_n=2\cos ka+\frac{v_n}{k}\sin ka. \tag{2}$$

The kind of scatterer enters through one number, $t_A$ or $t_B$. For $E<0$, $k=i\kappa$ and $\sin ka/k=\sinh\kappa a/\kappa$, so $t_n$ stays real; at $E=0$ this ratio is $a$. Throughout, formulas at $E=0$ are read as the limit $k\to0$, and the condition $\sin ka\neq0$ means that the ratio $\sin ka/k$ is not zero, so $E=0$ satisfies it.

In a pure chain, $\psi_n=e^{i\theta n}$ gives $t=2\cos\theta$: Bloch waves need $|t|\le2$. Now let A sit on even sites and B on odd ones, with $\psi_{2j}=\alpha e^{i\theta j}$ and $\psi_{2j+1}=\beta e^{i\theta j}$. Equation (2) gives

$$t_A\alpha=(1+e^{-i\theta})\beta,\qquad t_B\beta=(1+e^{i\theta})\alpha.$$

If $|t_A|>2$ and $|t_B|>2$, neither amplitude can vanish without the other. Multiplying the equations and dividing by $\alpha\beta$ gives

$$t_At_B=2+2\cos\theta\le4 .$$

The right side also cannot be negative, whereas the left side has magnitude above 4. No Bloch wave exists. The general proof replaces this product by an estimate that does not depend on the order.

## 2. Statement

Call an energy forbidden if it lies outside the spectrum of $H$, that is, if $(H-E)\psi=f$ has a unique square-integrable solution for every square-integrable $f$, with $\|\psi\|\le \text{const}\,\|f\|$.

**Theorem.** If $E$ is forbidden in both the pure A chain and the pure B chain, it is forbidden in every infinite chain of A and B scatterers with the same spacing.

## 3. What the pure chains tell us

We need: $E$ forbidden in a pure chain implies $|t|>2$ and $\sin ka\ne0$. Suppose this fails. Then there is a bounded solution $\varphi$ of Bloch form:

- if $\sin ka\neq0$ and $|t|\le2$, it is the wave with $t=2\cos\theta$;
- if $\sin ka=0$, it is $\varphi=\sin kx$, which vanishes at every site and so meets the jump condition for any strengths.

Multiply $\varphi$ by a smooth function $\chi$ equal to 1 for $|x|<L$ and 0 for $|x|>2L$, with $\chi'$ of order $1/L$ and $\chi''$ of order $1/L^2$. The product obeys the jump conditions, because $\chi$ is smooth, and

$$(H-E)\chi\varphi=-C(2\chi'\varphi'+\chi''\varphi).$$

The norm of the right side is of order $L^{-1}\sqrt L$, that of $\chi\varphi$ of order $\sqrt L$. Their ratio tends to zero as $L\to\infty$, so no bounded inverse exists and $E$ is in the spectrum. Hence at an energy forbidden in both pure chains

$$\tau=\min(|t_A|,|t_B|)>2,\qquad \sin ka\neq0. \tag{3}$$

## 4. Proof for an arbitrary order

Take any sequence of A and B, and solve $(H-E)\psi=f$. In each cell add to (1) a particular solution that vanishes at both ends:

$$p_n(y)=\frac1C\int_0^a\frac{\sin(ky_<)\,\sin k(a-y_>)}{k\sin ka}\,f(na+y')\,dy',$$

where $y_<$ and $y_>$ are the smaller and larger of $y,y'$. The kernel's slope changes at $y=y'$ by

$$-\frac{\cos k(a-y')\sin ky'+\cos ky'\sin k(a-y')}{\sin ka}=-1,$$

so $-p_n''-k^2p_n=f/C$, as required. The end slopes are

$$p_n'(0)=\int_0^a\frac{\sin k(a-y)}{C\sin ka}f(na+y)\,dy,\qquad
p_n'(a)=-\int_0^a\frac{\sin ky}{C\sin ka}f(na+y)\,dy.$$

The jump condition now reads

$$\frac{k}{\sin ka}(\psi_{n+1}+\psi_{n-1}-2\psi_n\cos ka)+p_n'(0)-p_{n-1}'(a)=v_n\psi_n .$$

Multiply by $\sin ka/k$ and collect the site values on one side:

$$(J\psi)_n\equiv t_n\psi_n-\psi_{n+1}-\psi_{n-1}=g_n, \tag{4}$$

$$g_n=\frac1{Ck}\left[\int_0^a\sin k(a-y)\,f(na+y)\,dy+\int_0^a\sin(ky)\,f((n-1)a+y)\,dy\right].$$

By the Cauchy-Schwarz inequality, $|g_n|^2$ is at most a constant times the integral of $|f|^2$ over the two adjoining cells. Summing over $n$ gives $\|g\|\le\text{const}\,\|f\|$.

Write $J=D-T$, where $D$ multiplies by $t_n$ and $(T\psi)_n=\psi_{n+1}+\psi_{n-1}$. A shift preserves the norm, so $\|T\|\le2$, while $\|D^{-1}\|\le1/\tau$. Thus $\|D^{-1}T\|\le2/\tau<1$, and the geometric series

$$J^{-1}=\left[1+D^{-1}T+(D^{-1}T)^2+\dots\right]D^{-1}$$

converges, with

$$\|J^{-1}\|\le\frac{1/\tau}{1-2/\tau}=\frac1{\tau-2}. \tag{5}$$

So (4) has one square-summable solution, bounded by $f$. Formula (1) plus $p_n$ then gives a square-integrable $\psi$, also bounded by $f$. It is unique: for $f=0$ the site values of a square-integrable solution are square-summable and obey $J\psi=0$, so they vanish, and with them $\psi$ in every cell. Hence $E$ is forbidden. $\blacksquare$

The order of the scatterers and the signs of $t_A$ and $t_B$ were never used. The proof covers more than two strengths if all satisfy $|t|\ge\tau>2$. It also covers closed rings with any boundary phase, since a phase leaves $\|T\|\le2$. A free end changes the equation of the last site, so end states are outside the theorem.

## 5. Three consequences

**Decay.** Set $\tau=2\cosh\mu$, $\mu>0$, and let $\psi$ vanish at a distant wall, site $N$. Reading (2) inward, $\psi_{n-1}=t_n\psi_n-\psi_{n+1}$. The first ratio is $|\psi_{N-2}/\psi_{N-1}|=|t_{N-1}|\ge2\cosh\mu>e^\mu$. If $|\psi_n/\psi_{n+1}|\ge e^\mu$, then

$$\left|\frac{\psi_{n-1}}{\psi_n}\right|\ge2\cosh\mu-e^{-\mu}=e^\mu .$$

The amplitude therefore falls toward the wall by at least $e^\mu$ per site, whatever the order.

**Counting.** On a ring, let $E<C(\pi/a)^2$. Split any $\psi$ into $u$, the interpolation (1) of its site values, and $p$, which vanishes at the sites. In the energy form

$$Q=\int(|\psi'|^2-k^2|\psi|^2)\,dx+\sum_nv_n|\psi_n|^2$$

the cross terms vanish on integration by parts, because $u''=-k^2u$ and $p=0$ at the ends. The $p$ part is positive, because $\int|p'|^2\ge(\pi/a)^2\int|p|^2$ in each cell. Integrating the $u$ part by parts leaves

$$\sum_n\psi_n^*\left[v_n\psi_n-u'(na^+)+u'(na^-)\right]=\frac{k}{\sin ka}\sum_n\psi_n^*(J\psi)_n ,$$

with a positive prefactor. So the number of states below $E$ equals the number of negative eigenvalues of $J$. Replace $T$ by $sT$ and lower $s$ from 1 to 0: $D-sT$ stays invertible, so no eigenvalue crosses zero. For $E<C(\pi/a)^2$, the number of states below an energy forbidden in both pure chains is the number of sites with $t_n<-2$. In higher gaps the $p$ part is no longer positive and the rule does not hold in this form.

**Sharp edges.** If the infinite chain contains arbitrarily long runs of A and of B, the cut-off Bloch waves of Section 3 fit inside them. Every energy allowed in either pure chain is then in the mixed spectrum. With the theorem, the mixed spectrum is the union of the two pure ones.

## 6. Worked example

Take $a=0.33$ nm, the free-electron mass ($C=0.0381$ eV nm²), $S_A=-0.40$ eV nm and $S_B=-0.50$ eV nm. At $E=2$ eV,

$$ka=0.33\sqrt{2/0.0381}=2.391,\quad \cos ka=-0.731,\quad \sin ka=0.682,$$

$$t_A=-1.462-\frac{0.40\times0.33}{0.0381\times2.391}\times0.682=-2.45 .$$

For B the second term is larger by 5/4, and $t_B=-2.70$. So 2 eV is forbidden in every mixture. The edges of the gap are:

| chain | top of first band | bottom of second band |
|---|---|---|
| pure A | 0.547 eV | 3.453 eV |
| pure B | −0.353 eV | 3.453 eV |

The common gap is that of the weaker scatterer and is 2.91 eV wide. Its upper edge is the same for both chains: there $ka=\pi$, and $\sin(\pi x/a)$ has its nodes on the scatterers. This wave solves every mixed chain too, so disorder in the strengths leaves the edge in place.

The theorem was tested by solving the original differential equation on seven-site rings with piecewise polynomials, without (2). All 128 orderings, at boundary phases 0, 1.3 and $\pi$, had no level inside the gap to within $10^{-6}$ eV. Among truly mixed rings the highest level below the gap was 0.460 eV and the lowest above it 3.453 eV.

At 2 eV, $\tau=2.45$ gives $e^\mu=1.93$ and an amplitude decay length of at most $a/\mu=0.50$ nm. For one mixed 12-site sequence the smallest decay factor found was 1.938, close to the bound.

A random ring of 100 sites, 44 of them A, has its highest state below the gap at 0.352 eV, well short of the permitted 0.547 eV. Runs of 8, 16 and 32 A sites in a ring of 48, the rest B, bring that state to within 108, 36 and 11 meV of the A edge. This is the band tail of the model: states near the edge need long A runs, which are rare in a random sequence.

## 7. A second case: opposite signs

Let the strengths be $+1.0$ and $-1.0$ eV nm at the same spacing. At 1 eV, $t_+=4.85$ and $t_-=-5.33$. In a mixture with equal numbers of both kinds the average strength is zero, and a chain of that strength is empty space, with $t=-0.24$: the energy is allowed there. An argument that replaces the mixture by its average crystal would therefore predict propagation. The theorem forbids it throughout the common window from −6.18 to 1.70 eV.

The same test on all 128 orderings found no level in this window. The number of levels below it equalled the number of attractive sites, as the counting rule requires. The position of the gap in the level count thus depends on composition, whereas in the first example it holds one state per site below it for every mixture.

## 8. Where the assumptions matter

**A third strength.** One scatterer of $-0.20$ eV nm among 23 of kind A produces a level at 0.96 eV, inside the former gap. A defect weaker than both constituents is not covered by a condition on A and B alone. Whether its level enters the gap depends on its strength and its neighbours: a scatterer of $-0.30$ eV nm gives a level at 0.68 eV among 23 of kind A, but only at 0.26 eV, below the gap, among 23 of kind B.

**Unequal spacing.** Let $l_n$ be the length of the cell between sites $n$ and $n+1$. The jump condition becomes

$$\frac{\psi_{n+1}}{\sin kl_n}+\frac{\psi_{n-1}}{\sin kl_{n-1}}=\left(\frac{v_n}{k}+\cot kl_n+\cot kl_{n-1}\right)\psi_n .$$

For attractive scatterers and $0<kl_n<\pi$, the site matrix is invertible if the bracket is negative and its magnitude exceeds $1/\sin kl_n+1/\sin kl_{n-1}$ by a fixed margin; this follows from $2|\psi_n\psi_{n+1}|\le|\psi_n|^2+|\psi_{n+1}|^2$. Since $\cot x+1/\sin x=\cot(x/2)$, the requirement is

$$-\frac{v_n}{k}>\cot\frac{kl_n}2+\cot\frac{kl_{n-1}}2 .$$

The right side is largest for the shortest cells, and the left side smallest for A. A gap therefore survives from the lower edge of the A chain at spacing $l_{\min}$ up to $C(\pi/l_{\max})^2$. For spacings within $\pm0.01$ nm of 0.33 nm this is 0.69 to 3.25 eV, or 2.56 eV wide.

With the 100-site sequence held fixed and the spacings drawn at random from this range, the lowest upper state moves to 3.418 eV, 35 meV into the original gap. Thirty long cells followed by thirty short ones bring it to 3.27 eV. In this model the tail below the upper band comes from spacing, not from the mixture of strengths.

**Finite width.** Replace each delta by a square well 0.10 nm wide with the same area. The pure A gap becomes 1.10 to 3.27 eV and the pure B gap 0.48 to 3.22 eV. The upper edges drop and separate, because the wave no longer vanishes over the whole scatterer. The overlap is 2.1 eV wide. Mixed chains of such wells were not computed, and the proof above does not cover them.

## 9. Beside a real amorphous oxide

Amorphous indium-gallium-zinc oxide has, roughly, a gap of 3 eV and neighbouring cations about 0.3 nm apart. The spacing and strengths were chosen in that regime, so the model gap of 2.9 eV is no prediction. The real material is a three-dimensional network with oxygen between the cations and interacting electrons, none of which the model contains. It also breaks the assumption of equal spacing. The assumed 3% spread cuts the guaranteed gap by 0.35 eV, and the 35 meV shift found in one random sample of 100 sites is comparable to the thermal energy at 300 K, 26 meV. The shift varies between samples and tends to grow with length, because a longer chain is more likely to contain a long stretch of wide cells.

A field of 1 MV/cm, strong for a transistor channel, adds 0.033 eV per spacing. Over 29 nm it shifts the local gap by its full width, so in this field the model has a gap only locally. The semiclassical tunnelling factor across the gap, $\exp[-(2/aF)\int\mu\,dE]$ with $F$ the potential-energy slope, is about $e^{-92}$ for the pure A chain. Within this model, tunnelling across the gap is thus negligible at this field, whereas spacing disorder, and defects that are weak enough for their surroundings, can put levels inside the original gap. The numerical output below lists the computed values.

## Numbers as computed

```
hbar^2/2m: 0.038100 eV nm^2
spacing a: 0.33 nm
strength S_A: -0.40 eV nm
strength S_B: -0.50 eV nm
first band top, pure A: 0.5471 eV
first band top, pure B: -0.3529 eV
second band bottom, A and B: 3.4530 eV
common gap width: 2.9058 eV
probe energy: 2.0 eV
ka at probe: 2.3909 rad
t_A at probe: -2.4509
t_B at probe: -2.6980
bound tau-2 at probe: 0.4509
smallest |eigenvalue| of J, 12 sites: 0.5440
decay factor bound exp(mu): 1.9338
smallest decay factor found: 1.9381
decay length bound a/mu: 0.5004 nm
orderings tried, 7 sites: 128
mixed 7-site rings, highest below gap: 0.4603 eV
mixed 7-site rings, lowest above gap: 3.4530 eV
random 100-site ring, A sites: 44
random ring, highest below gap: 0.3519 eV
random ring, lowest above gap: 3.4530 eV
A run of 8, distance below A edge: 107.93 meV
A run of 16, distance below A edge: 36.45 meV
A run of 32, distance below A edge: 10.70 meV
opposite signs, strength +: 1.0 eV nm
opposite signs, strength -: -1.0 eV nm
opposite signs, window bottom: -6.1808 eV
opposite signs, window top: 1.6951 eV
opposite signs, test energy: 1.0 eV
t for strength +: 4.8473
t for strength -: -5.3255
t for average strength: -0.2391
opposite signs, highest below: -6.2211 eV
opposite signs, lowest above: 1.7525 eV
spacing spread +/-: 0.01 nm
surviving gap bottom: 0.6924 eV
surviving gap top: 3.2529 eV
random spacings, highest below: 0.4125 eV
random spacings, lowest above: 3.4178 eV
30 long + 30 short cells, lowest above: 3.2663 eV
third strength S_C: -0.20 eV nm
gap level of one C in 23 A: 0.9601 eV
well width: 0.10 nm
wide wells, first band top A: 1.1017 eV
wide wells, first band top B: 0.4831 eV
wide wells, second band bottom A: 3.2670 eV
wide wells, second band bottom B: 3.2167 eV
electric field: 1.0 MV/cm
potential energy drop per spacing: 0.0330 eV
length to cross gap in field: 29.1 nm
tunnelling exponent, pure A: 91.7
temperature: 300 K
thermal energy: 0.0259 eV
```
